Wannier excitons in momentum space: disk average and lattice correction

**Result**

The relative motion of an electron and a hole in a screening monolayer can be solved on a square momentum mesh of spacing Δ. The kernel is singular at zero momentum transfer, and its diagonal element can be replaced by the mean over a disk of the cell's area, R = Δ/√π:

V̄ = −[2C/(r₀R²)] ln(1 + r₀R/κ). (1)

The bound levels then converge, but linearly in Δ, with the same leading error for every state:

E_grid − E = 0.355357 CΔ/(4π²κ) + O(Δ³). (2)

Replacing V̄ by

V₀* = −(C/Δ²)[3.900265 Δ/κ − r₀Δ²/κ² + 0.228824 r₀²Δ³/κ³] (3)

removes the linear error and leaves a Δ³ term proportional to the state's mean square radius. This requires r₀Δ/κ ≪ 1, a state small compared with L = 2π/Δ, and a converged momentum cutoff.

**Equation and kernel**

Take parabolic bands, reduced mass μ and zero total momentum. With A = ħ²/2μ and E measured from the transport gap, the relative wavefunction obeys −A∇²ψ + Vψ = Eψ. Writing ψ(r) = ∫d²k/(2π)² e^{ik·r}φ(k) turns the product Vψ into a convolution:

Ak²φ(k) + ∫d²k'/(2π)² V(|k−k'|)φ(k') = Eφ(k). (4)

For the kernel, let the layer be a thin sheet with in-plane polarization P = −χ∇Φ, in surroundings of dielectric constant κ. The induced charge −∇·P has Fourier component −χq²Φ. A sheet charge σ produces the in-plane potential σ/(2ε₀κq), so for a hole of charge e

2ε₀κqΦ = e − χq²Φ, hence Φ = e/[2ε₀q(κ + r₀q)], r₀ = χ/2ε₀.

The electron's energy is −eΦ:

V(q) = −C/[q(κ + r₀q)], C = e²/2ε₀. (5)

The real-space form is needed for the reference solution. The angular integral gives

V(r) = −(C/2πr₀) ∫₀^∞ J₀(qr)/(q+a) dq, a = κ/r₀.

Insert 1/(q+a) = ∫₀^∞ e^{−s(q+a)}ds and ∫₀^∞ J₀(qr)e^{−sq}dq = 1/√(r²+s²). With s = rt and x = ar, the integral becomes F(x) = ∫₀^∞ e^{−xt}/√(1+t²) dt. Since

F'' + F = ∫₀^∞ e^{−xt}√(1+t²) dt = 1/x − F'/x

by partial integration, F'' + F'/x + F = 1/x. The Struve function H₀ obeys the same equation with right side 2/(πx). Of its solutions, the one that decays without oscillation, as F does, is F = (π/2)(H₀ − Y₀). Therefore

V(r) = −(C/4r₀)[H₀(κr/r₀) − Y₀(κr/r₀)]. (6)

At large r this tends to −C/(2πκr), the Coulomb law. At small r it diverges only logarithmically.

**Mesh Hamiltonian**

Put k = Δn with integer vectors n and define c_n = (Δ/2π)φ(Δn), so that Σ|c_n|² = 1. Equation (4) becomes a symmetric matrix problem with

H_nm = Ak_n² δ_nm + (Δ/2π)² V(|k_n − k_m|). (7)

For n = m the kernel is infinite but integrable, because d²q = 2πq dq cancels the 1/q. Its disk mean is

V̄ = (1/πR²)∫₀^R 2πq V(q)dq = −(2C/R²)∫₀^R dq/(κ+r₀q),

which is (1).

The same number stands in every diagonal place. Changing it by δ adds (Δ/2π)²δ times the unit matrix, so all levels shift together, while eigenvectors and level separations stay as they were. The disk average therefore fixes the energy zero and nothing else. As a test, setting the diagonal potential to zero at Δ = 0.4 nm⁻¹ raised all four computed levels of the example below by 73.255 meV, to within 0.002 meV.

In real space, (7) describes a particle in a periodic box of side L = 2π/Δ. The diagonal element sets the mean potential of that box, which must be chosen so that the potential near the hole agrees with that of an isolated pair.

**What the disk misses**

The mesh potential differs from V by a nearly constant amount over a compact bound state, so first-order perturbation theory suffices through Δ³. Errors from the wavefunction's overlap with its periodic copies are exponentially small in L. We need the difference between an integral and a lattice sum without its central point, for the function g(q)/[q(κ+r₀q)], where

g(q) = ∫|ψ|²e^{iq·r}d²r ≈ 1 − q²⟨r²⟩/4

after angular averaging. The square mesh is blind to the leading anisotropy, which varies as cos 2θ.

Define Z(s) = Σ'|n|^{−2s} for s > 1, the prime omitting n = 0, and continue it analytically. A Mellin representation of the Gaussian gives

Σ'|n|^{−2s}e^{−εn²} = (1/2πi)∫Γ(p)ε^{−p}Z(s+p)dp.

Move the contour to the left. Z has a pole with residue π at argument 1, which contributes πΓ(1−s)ε^{s−1}. This is the integral of |x|^{−2s}e^{−εx²} over the plane. The poles of Γ at p = 0 and p = −1 contribute Z(s) and −εZ(s−1). With q = Δn, the lattice sum of q^{−2s} times a smooth g therefore exceeds its integral by

Z(s)g(0)Δ^{2−2s} + (smaller terms from the curvature of g). (8)

The counting function for sums of two squares gives Z(s) = 4ζ(s)β(s), with β(s) = 1 − 3^{−s} + 5^{−s} − … continued likewise. The values needed are

Z(1/2) = −3.900265, Z(0) = −1, Z(−1/2) = −0.228824, Z(−1) = 0.

Near q = 0,

1/[q(κ+r₀q)] = 1/(κq) − r₀/κ² + r₀²q/κ³ − r₀³q²/κ⁴ + …

These powers correspond to s = 1/2, 0, −1/2 and −1. Applying (8) to each, with a reversed sign because we want integral minus sum, gives the weight that the central point should carry:

W* = −Z(1/2)Δ/κ − r₀Δ²/κ² − Z(−1/2)r₀²Δ³/κ³. (9)

The curvature of g multiplies 1/(κq) to give −q⟨r²⟩/(4κ), which adds Z(−1/2)⟨r²⟩Δ³/(4κ). The disk supplies instead

W_d = [2Δ²/(r₀R²)] ln(1+r₀R/κ) = 2√π Δ/κ − r₀Δ²/κ² + 2r₀²Δ³/(3√π κ³) − …

The potential energy carries the prefactor −C/4π², so

E_grid − E ≈ (C/4π²)[W* − W_d + Z(−1/2)⟨r²⟩Δ³/(4κ)]. (10)

The Δ² terms cancel. The Δ terms do not: 3.900265 − 2√π = 3.900265 − 3.544908 = 0.355357, which is (2). The positive sign means underbinding. V₀* = −CW*/Δ² gives (3).

A mean over the true square cell does not help. It gives the constant 4 ln(1+√2) = 3.525494, slightly further from the target. The fault lies in the other cells: since ∇²(1/q) = 1/q³ > 0, the value at a cell's centre lies below the cell mean to leading order, and the central weight has to make up that deficit as well.

The last term of (10) is state-dependent and negative. It is the curvature of the attraction from the periodic images, and it limits level separations to Δ³ accuracy.

**Algorithm**

```
input A, C, κ, r0, Δ, K
M = round(K/Δ);  side = 2M+1;  P ≥ 4M+1
table[d] = (Δ/2π)² V(Δ|d|) on a P×P wrapped grid
table[0] = (Δ/2π)² V0*          # formula (3)
That = FFT(table)

apply(c):
    u = inverseFFT(That · FFT(c padded to P×P))
    return A k² c + first side×side block of u

start: one s-like, two p-like, one wide s-like vector
solve for the lowest levels with a block
    preconditioned conjugate-gradient eigensolver,
    preconditioner 1/(A k² + 0.3 eV)
check |Hc − Ec| for every level
repeat with smaller Δ at fixed K, then with larger K
```

Momentum differences run from −2M to 2M in each direction, so P ≥ 4M+1 keeps the convolution free of wrap-around. One application costs of order P² log P operations and storage of order P². At K = 12 nm⁻¹ and Δ = 0.1 nm⁻¹ there are 241² = 58 081 unknowns. A dense matrix in double precision would take 27 GB.

The preconditioner matters because the kinetic energy at the mesh edge far exceeds the level spacings. For a symmetric matrix and a normalized vector, some eigenvalue lies within the residual norm of the computed E. The usual error is much smaller, of order the squared residual divided by the distance to the nearest level not in the block. All residuals here were below 10⁻⁴ eV.

**Cutoff**

At large k the bound state makes Ak²φ(k) ≈ −V(k)ψ(0). Leaving out the plane waves beyond a circle of radius K raises the energy, in second order, by

δE ≈ ∫_{k>K} d²k/(2π)² |V(k)ψ(0)|²/(Ak²) ≈ C²|ψ(0)|²/(8πA r₀²K⁴), (11)

where V ≈ −C/(r₀k²) was used in the last step. For r₀ = 0 the kernel falls only as 1/k, and the same integral gives K⁻². The pure Coulomb problem thus needs a much larger cutoff, although its linear mesh error (2) is unchanged once that cutoff is converged, since r₀ does not enter there. Before then, a second linear dependence on Δ appears: the outermost mesh cells end near K + Δ/2, so changing Δ at fixed K also moves the effective cutoff.

**Independent radial solution**

For angular momentum m the radial energy functional is

∫[A(R'² + m²R²/r²) + V(r)R²] r dr, with ∫R² r dr = 1.

Expand R in r^{|m|}e^{−br}L_n^{(2|m|+1)}(2br), with b = 1.2 nm⁻¹, and compute the matrix elements by Gauss quadrature in √r, which tames the logarithm in (6). No momentum mesh enters. Going from 35 to 50 functions changes the 1s level by 0.00001 meV.

A solvable case checks this solver. For V = −C/(2πκr), inserting e^{−βr} gives β = C/(2πκA) and E = −Aβ². Inserting (1−γr)e^{−βr/3} gives γ = 2β/3 and E = −Aβ²/9. The solver reproduces both levels to a relative accuracy of 10⁻⁶.

**Worked example**

Take μ = 0.25 m₀, r₀ = 4 nm, κ = 4 and a transport gap of 2.2 eV. Then A = 0.15240 eV nm², C = 9.0476 eV nm, and the coefficient in (2) is

9.0476 × 0.355357/(4π² × 4) eV nm = 20.36 meV nm.

The radial solution gives E = −214.009, −70.566 and −54.204 meV for 1s, 2p and 2s, with root-mean-square radii 1.345, 3.675 and 5.343 nm. For 1s at K = 12 nm⁻¹, with energies in meV:

```
Δ (1/nm)  disk E     error   by (10)  with V0*
0.4       -206.588   7.421   7.422    -214.390
0.3       -208.215   5.794   5.785    -214.160
0.2       -210.027   3.982   3.970    -214.045
0.1       -211.974   2.035   2.023    -214.002
```

At Δ = 0.1 nm⁻¹ the disk mean is −78.00 eV nm², while (3) gives −86.01 eV nm². The difference times (Δ/2π)² = 2.533×10⁻⁴ nm⁻² is 2.03 meV, which takes −211.97 to −214.00 meV.

The last column still carries the image term. At Δ = 0.4 nm⁻¹ this is −0.38 meV, and the corrected level lies 0.381 meV too low. The agreement is this close partly because the cutoff error, about 0.01 meV, has the opposite sign. At Δ = 0.1 nm⁻¹ the term is only −0.006 meV, and the finite cutoff takes over. Doubling K at Δ = 0.4 nm⁻¹ lowers 1s by 0.0110 meV. The second-order sum over the added mesh points, with the full V(k) and |ψ(0)|² = 0.3052 nm⁻², predicts 0.0105 meV.

The near-universality of the shift shows in the excited states. At Δ = 0.1 nm⁻¹ the disk errors are 1.984 meV for 2p and 1.936 meV for 2s; (10) gives 1.984 and 1.935 meV. The 1s–2s separation is thus wrong by only 0.10 meV, although each level is off by about 2 meV.

If the lattice-sum constant Z(1/2) is not known, as on another mesh shape, two disk runs can be extrapolated linearly: 2(−211.974) − (−210.027) = −213.921 meV, which is 0.088 meV above the reference.

For these inputs the model gives a binding energy of 214 meV and an optical line at 2.2 − 0.214 ≈ 1.99 eV.

**Failure modes**

- If r₀Δ/κ is not small, expansion (9) fails. A suspended layer with κ = 1 and r₀ = 4 nm needs Δ well below 0.25 nm⁻¹.
- If the state is not small compared with L, the images distort it and (10) no longer applies. Weakly bound excited states reach this limit first.
- If Δ is refined while the number of mesh points is held fixed, K shrinks and the cutoff error grows. The two limits must be taken separately.
- If the kernel is finite at q = 0, as with free-carrier screening, the singular correction must be dropped and V(0) used once Δ resolves the kernel.

**The model beside a real channel**

The parameters are rough typical values for monolayer MoS₂ between layers of hexagonal boron nitride, where binding energies are roughly 0.2 eV. The gap is an input, so the optical line inherits its uncertainty. The neglected effects are far larger than the remaining numerical error:

*Surroundings.* With κ = 5 instead of 4 and r₀ held fixed, the binding falls to 172 meV. Slow lattice polarization makes the proper κ uncertain on this scale.

*Band structure.* In a symmetric two-band model with gap G, the pair energy is √(G² + 2GAk²), which expands to G + Ak² at small k. To first order, this dispersion lowers 1s by 6.0 meV, while the reduced overlap of the Bloch states raises it by 9.8 meV. The net shift is about +4 meV.

*Thickness.* Spread both charges uniformly over a film of thickness d = 0.6 nm and dielectric constant ε = 2r₀/d = 13.3. Solving Φ'' − q²Φ = −e/(ε₀εd) inside, with εΦ' = −κqΦ at the upper surface, and averaging over the film gives

V_film = −(C/r₀q²){1 − κt/[x(εt+κ)]}, x = qd/2, t = tanh x.

The bracket exceeds its thin-sheet value εx/(κ+εx) by κ²(1−t/x)/[(κ+εx)(κ+εt)], which is positive. With this ε the film binds more strongly, by 3.3 meV to first order. The sign is set by how ε is matched to r₀. For general ε the prefactor is 2C/(εdq²), and at small q the film acts as a sheet with screening length εd/2 − κ²d/(6ε), here 3.88 nm instead of 4 nm. Choosing ε = 13.7 to restore 4 nm leaves a shift of only +0.15 meV, and ε = 1 + 2r₀/d = 14.3 gives +5.4 meV. For these choices thickness is an effect of a few meV at most, with no fixed sign.

*Carriers.* Mobile carriers of density n add s = C ∂n/∂E_F to the denominator of the kernel, which becomes κq + r₀q² + s. For parabolic bands n = N ln(1+e^{E_F/k_BT}), with E_F measured from the band edge, so ∂n/∂E_F = (N/k_BT)(1−e^{−n/N}). At 300 K, with carrier mass 2μ and fourfold degeneracy, N = 1.08×10¹³ cm⁻². For n = 10¹² cm⁻² this gives s = 3.34 nm⁻¹ and a binding of only about 61.5 meV. This is the largest effect of all. It probably overstates the loss, because static long-wavelength screening is applied at all momenta and frequencies. The accompanying change of the transport gap is left out, so the optical line need not move by the same amount.

*Field and temperature.* Second-order perturbation theory gives a shift −αF²/2. With α = 11.5 e² nm²/eV from the radial states, an in-plane field of 0.1 MV/cm lowers 1s by 0.6 meV. Binding energy over e times the rms radius is 1.6 MV/cm, but ionization sets in far earlier. The top of the barrier V(r) − eFr falls to the zero-field 1s level at 0.34 MV/cm, and in this model the field-ionization lifetime is about 0.1 ns at 0.2 MV/cm and 1 ps at 0.3 MV/cm. At 300 K the binding is 8.3 k_BT, but the free-pair fraction also depends on density.

Electron-hole exchange, disorder and polaron dynamics are not estimated. Among the effects that are, the uncertainty of κ is the largest in an undoped channel at weak lateral field, at some tens of meV. The other inputs are not far behind: r₀ = 3.4 or 4.5 nm gives a binding of 233 or 201 meV, and μ = 0.22 or 0.275 m₀ gives 202 or 224 meV. A gated channel needs carrier screening in the kernel, and above about 0.2 MV/cm the exciton is no longer a long-lived bound state. The values of the worked example are in the numerical output.

Numbers as computed

```
reduced mass = 0.25 m0
screening length r0 = 4.0 nm
surrounding dielectric constant = 4.0
transport gap (input) = 2.20 eV
A = 0.15240 eV nm^2;  C = 9.0476 eV nm
momentum cutoff = 12.0 1/nm
lattice constants: -Z(1/2) = 3.900265, Z(-1/2) = -0.228824
disk constant = 3.544908
square-cell constant = 3.525494
linear error coefficient = 20.360 meV nm
radial 1s: E = -214.009 meV, rms r = 1.345 nm
radial 2p: E = -70.566 meV, rms r = 3.675 nm
radial 2s: E = -54.204 meV, rms r = 5.343 nm
radial basis change 35 to 50, 1s = 0.00001 meV
1s: spacing 1/nm | disk E | error | predicted | corrected E (meV)
0.4 | -206.588 | 7.421 | 7.422 | -214.390
0.3 | -208.215 | 5.794 | 5.785 | -214.160
0.2 | -210.027 | 3.982 | 3.970 | -214.045
0.1 | -211.974 | 2.035 | 2.023 | -214.002
2p at 0.1 1/nm: error = 1.984 meV, predicted = 1.984 meV
2s at 0.1 1/nm: error = 1.936 meV, predicted = 1.935 meV
disk mean at 0.1 1/nm = -78.002 eV nm^2
rigid shift if diagonal omitted at 0.4 1/nm = 73.255 meV
1s contact density = 0.3052 1/nm^2
cutoff 12 to 24 1/nm lowers 1s by 0.0110 meV
cutoff-law estimate = 0.0105 meV
binding energy = 214.01 meV
optical line = 1.9860 eV
two-band dispersion shift = -5.98 meV
two-band overlap shift = 9.80 meV
film thickness = 0.6 nm, film constant = 13.33
film-thickness shift = -3.33 meV
binding with surroundings 5.0 = 172.23 meV
carrier density = 1.0e+12 cm^-2
thermal band density = 1.08e+13 cm^-2
static carrier screening term = 3.343 1/nm
binding with static carriers = 61.55 meV
temperature = 300 K, kT = 25.85 meV
binding / kT = 8.28
polarizability = 11.508 e^2 nm^2/eV
Stark shift at 0.1 MV/cm = -0.575 meV
ionizing field scale = 1.59 MV/cm
```
